\section*{Temperature of a 5 GHz Mechanical Mode from Its Sideband Ratio}

\section{Problem}

A silicon nanobeam confines light and a mechanical vibration of frequency $f=5$ GHz in the same small volume. Laser light scatters from the vibration in two ways. In anti-Stokes scattering the light gains one vibrational quantum and the mode loses one phonon. In Stokes scattering the light loses one quantum and the mode gains one phonon. The two rates are measured with separate laser pulses. After correction for background, detection efficiency, drive strength and cavity response, their ratio is
\begin{equation}
R=\frac{\text{anti-Stokes rate}}{\text{Stokes rate}}=0.5 .
\end{equation}
Find the mean phonon number $n$ of the mode and, supposing that it is in a thermal state, its temperature $T$. How reliable is the result for a realistic device?

The mode is taken to be harmonic, the optical coupling linear in its displacement, and the probe weak enough to leave $n$ nearly unchanged. The algebra uses atomic units, so $\hbar=1$ and the angular frequency $\omega=2\pi f$ is also the phonon energy. Boltzmann's constant $k_B$ is kept.

\section{First estimate by scaling}

A mode at zero temperature has no phonon to give up, so $R=0$. A very hot mode can give or take a quantum almost equally well, so $R\to1$. The only energy with which $k_BT$ can be compared is $\omega$. A ratio halfway between the limits therefore suggests $k_BT\sim\omega$. With a phonon energy of $2.068\times10^{-5}$ eV,
\begin{equation}
T_{\rm est}=\frac{\omega}{k_B}
=\frac{2.068\times10^{-5}\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}
=0.240\ \text{K}.
\end{equation}
This fixes the order of magnitude. The numerical factor requires the scattering rates.

\section{Exact solution}

\subsection{The two rates}

Let $b$ remove a phonon and $a$ remove a cavity photon. The displacement of the mode shifts the cavity frequency, which gives the interaction $g_0a^\dagger a(b+b^\dagger)$. The laser maintains a mean field of $n_c$ photons in the cavity. Replacing $a$ by $\sqrt{n_c}+a$ gives
\begin{equation}
a^\dagger a\;\to\; n_c+\sqrt{n_c}\,(a+a^\dagger)+a^\dagger a .
\end{equation}
The first term displaces the equilibrium position, and the last is neglected because the scattered field is weak. The middle term creates scattered photons through
\begin{equation}
g\,a^\dagger b+g\,a^\dagger b^\dagger+\text{Hermitian conjugate},
\qquad g=g_0\sqrt{n_c}.
\end{equation}
The term $a^\dagger b$ is anti-Stokes scattering, and $a^\dagger b^\dagger$ is Stokes scattering. A laser tuned below the cavity resonance by $\omega$ (a red pulse) brings the anti-Stokes light onto resonance. A laser tuned above it by $\omega$ (a blue pulse) does the same for the Stokes light.

Let $\kappa$ be the energy decay rate of the cavity and $\delta$ the scattered-light frequency minus the cavity frequency. In a frame rotating with the scattered light, the anti-Stokes part of the field obeys
\begin{equation}
\dot a=\left(i\delta-\frac{\kappa}{2}\right)a-igb .
\end{equation}
Vacuum noise also enters the cavity, but at leading order in $g/\kappa$ it adds no photons. Since $g\ll\kappa$, the field follows $b$ closely and $\dot a$ may be set to zero:
\begin{equation}
a=\frac{-ig}{\kappa/2-i\delta}\,b,
\qquad
\langle a^\dagger a\rangle=\frac{g^2}{\kappa^2/4+\delta^2}\,\langle b^\dagger b\rangle .
\end{equation}
Photons leave at the rate $\kappa\langle a^\dagger a\rangle$. For Stokes scattering $b$ is replaced by $b^\dagger$, so $\langle b^\dagger b\rangle$ becomes $\langle bb^\dagger\rangle$. The commutator $bb^\dagger-b^\dagger b=1$ then gives
\begin{equation}
\Gamma_{\rm AS}=A\,n,\qquad
\Gamma_{\rm S}=A\,(n+1),\qquad
A(\delta)=\frac{g^2\kappa}{\kappa^2/4+\delta^2}. \label{eq:rates}
\end{equation}
The extra 1 is spontaneous Stokes scattering: a mode with no phonons can still receive one.

\subsection{What the correction does}

Let the red and blue pulses have the same duration $\tau$, and let $C_r$ and $C_b$ be the mean counts per pulse. With detection efficiencies $\eta_r,\eta_b$, coefficients $A_r,A_b$ and $D$ dark counts per pulse,
\begin{equation}
C_r=\eta_rA_r\tau\,n+D,\qquad
C_b=\eta_bA_b\tau\,(n+1)+D .
\end{equation}
Subtracting $D$ from each count and dividing by its own prefactor leaves
\begin{equation}
R=\frac{(C_r-D)/(\eta_rA_r)}{(C_b-D)/(\eta_bA_b)}=\frac{n}{n+1}. \label{eq:R}
\end{equation}

\subsection{Phonon number}

Multiplying $R=n/(n+1)$ by $n+1$ gives $Rn+R=n$, hence $R=n(1-R)$ and
\begin{equation}
n=\frac{R}{1-R}=\frac{0.5}{0.5}=1 .
\end{equation}
No thermal assumption has been made. A mode prepared with one phonon and no uncertainty in that number would also give $R=1/2$. The ratio determines the mean occupation, but it cannot show that the state is thermal.

\subsection{Temperature}

In a thermal state the probability of $m$ phonons is $p_m=(1-q)q^m$, with $q=e^{-\omega/k_BT}$. The factor $1-q$ normalizes the geometric series. Differentiating $\sum_m q^m=1/(1-q)$ and multiplying by $q$ gives $\sum_m mq^m=q/(1-q)^2$, so
\begin{equation}
n=(1-q)\frac{q}{(1-q)^2}=\frac{q}{1-q},
\qquad n+1=\frac{1}{1-q}.
\end{equation}
Their quotient is $R=q=e^{-\omega/k_BT}$. Taking the logarithm,
\begin{equation}
T=\frac{\omega}{k_B\ln(1/R)}
=\frac{0.23996\ \text{K}}{0.69315}=0.346\ \text{K}. \label{eq:T}
\end{equation}
The mode holds one phonon on average at about $0.35$ K.

A numerical test reaches this value without the closed formulas for $n$ and $R$. The oscillator is diagonalized on a position grid, its squared displacement matrix elements are weighted with Boltzmann factors, and the temperature is varied until the ratio of downward to upward transitions is $0.5$. The search ends at $0.3462$ K, with a mean phonon number of $1.0000$.

\section{Comparison of the two}

The estimate of $0.240$ K is too low by the factor $\ln2=0.693$, or 31\% relative to the exact value. To see how this depends on occupation, extend the estimate to the classical rule $k_BT=n\omega$, which agrees with it at $n=1$. The exact relation, from $1/R=1+1/n$, is
\begin{equation}
\frac{k_BT}{\omega}=\frac{1}{\ln(1+1/n)} .
\end{equation}
For large $n$, use $\ln(1+1/n)=1/n-1/(2n^2)+1/(3n^3)-\dots$ and invert the series:
\begin{equation}
\frac{k_BT}{\omega}
=n\left(1-\frac{1}{2n}+\frac{1}{3n^2}-\dots\right)^{-1}
=n+\frac12-\frac{1}{12n}+\dots
\end{equation}
The leading correction to the classical rule is one half, the zero-point energy in units of $\omega$. Keeping it at $n=1$ gives $1.5\times0.240=0.360$ K, which is 4\% too high. Adding the half quantum thus removes most of the error of the first estimate.

In the cold limit $n\ll1$, $R\approx n$ and $T\approx\omega/[k_B\ln(1/n)]$. The temperature then falls only logarithmically with $n$, while the classical rule makes it fall in proportion to $n$. The relative error of the classical rule therefore grows as the mode is cooled.

In the hot limit the ratio approaches 1. For the same mode it would be $0.942$ at 4 K, with 16 phonons, and $0.9992$ at 300 K, with about 1250 phonons. To find the resulting loss of precision, write $L=\ln(1/R)$. Since $T\propto1/L$ and $dL=-dR/R$,
\begin{equation}
\frac{dT}{T}=-\frac{dL}{L}=\frac{1}{L}\frac{dR}{R}. \label{eq:error}
\end{equation}
At $R=0.5$ a relative error in the ratio is multiplied by $1/0.693=1.44$. At 300 K the factor is $k_BT/\omega\approx1250$, so a calibration error of 0.1\% in the ratio is already larger than the departure of $R$ from 1. The method is useful when $k_BT$ is not many times $\omega$, and not so far below it that the few anti-Stokes counts are lost in the background.

\section{Reliability in a silicon device}

The following rough values are typical of silicon optomechanical-crystal nanobeams operated in a cryostat with light near 1550 nm: $\kappa/2\pi=800$ MHz, $g_0/2\pi=0.8$ MHz, $n_c=12$ and $\tau=40$ ns. On resonance, Eq.~(\ref{eq:rates}) gives
\begin{equation}
A=\frac{4g_0^2n_c}{\kappa}=2.41\times10^5\ \text{s}^{-1},
\qquad x=A\tau=0.00965 .
\end{equation}
The pulse lasts about 200 times $1/\kappa$, so the cavity transient is brief.

\textit{Cavity correction.} Suppose that the red laser is mis-set by 100 MHz, with $n_c$ held fixed and the blue laser set correctly. The anti-Stokes coefficient is reduced by
\begin{equation}
\frac{A(\delta)}{A(0)}=\frac{1}{1+(2\delta/\kappa)^2}
=\frac{1}{1+(100/400)^2}=0.941 .
\end{equation}
The raw ratio becomes $0.941\times0.5=0.471$. Used without correction, it would give $0.318$ K, which is 8\% too low. This counts the cavity response only. A filter fixed at the cavity frequency and narrow enough to reject the laser 5 GHz away by 90 dB can cut the shifted light much more: with three Lorentzian stages, each 316 MHz wide, the overall factor falls to about 0.36. The filter transmission at the actual laser setting must therefore be included in $\eta_r$.

\textit{Back-action.} Each anti-Stokes event removes a phonon, so $\dot n=-An$ during a red pulse. Each Stokes event adds one, so $\dot n=A(n+1)$ during a blue pulse. Exchange with the surroundings during the pulse is neglected. If both pulses start from the same $n$, the numbers of scattered photons are $n(1-e^{-x})$ and $(n+1)(e^x-1)$. Because $1-e^{-x}=e^{-x}(e^x-1)$, their ratio is
\begin{equation}
R'=R\,e^{-x}=0.4952 .
\end{equation}
The logarithm in Eq.~(\ref{eq:T}) becomes $L+x$, and the inferred temperature changes by $-x/(L+x)=-1.4\%$. This shift can be corrected when $x$ is known.

\textit{Unwanted sideband.} The Stokes light of the red pulse lies 10 GHz from the cavity resonance, as does the anti-Stokes light of the blue pulse. Their coefficient relative to resonance is $\epsilon=0.0016$. If no filter removed this light, the ratio would be $[n+\epsilon(n+1)]/[n+1+\epsilon n]$, and the inferred temperature would rise by 0.35\%.

\textit{Detection.} With 5\% efficiency, a red pulse yields $0.05\times0.00965=4.8\times10^{-4}$ counts on average. A detector with 10 dark counts per second adds $4\times10^{-7}$ in 40 ns. Leaving these in both counts would raise the temperature by 0.06\%. Collecting $10^4$ anti-Stokes counts takes about $2.1\times10^7$ red pulses, and as many blue pulses give $2\times10^4$ Stokes counts. For independent Poisson counts,
\begin{equation}
\frac{\delta R}{R}=\sqrt{\frac{1}{10^4}+\frac{1}{2\times10^4}}=1.22\%,
\qquad
\frac{\delta T}{T}=\frac{1.22\%}{0.693}=1.8\%,
\end{equation}
or $0.006$ K. Simulated Poisson counts with these means give the same spread of 1.8\%.

\textit{Absorption.} Real silicon devices absorb some of the probe light, which breaks the assumption that the probe leaves the mode undisturbed. The size of the effect depends on the device and the pulse energy. As an illustration, let absorption raise the phonon number, averaged over the duration of each pulse, by $0.05$. Then $R=1.05/2.05=0.512$, and the inferred temperature is 3.6\% above that of the undisturbed mode. This shift follows from the assumed heating, which has not been calculated. Repeating the measurement at lower pulse energy can reveal such heating, but only with more counts than assumed above. If the heating is proportional to the pulse energy and back-action has been corrected, halving the energy lowers the inferred temperature by about 1.8\%, whereas the difference between two runs of $10^4$ anti-Stokes counts each is uncertain by 2.6 to 2.7\%.

\textit{Calibration and laser leakage.} A 5\% error in the relative efficiency or drive power (that is, $n_c$) of the two pulses changes $R$ by 5\% and the temperature by about 7\%. Laser light that passes the filters is a further background. If half of $\kappa$ is coupling to a single input waveguide, each pulse sends in about $2\times10^5$ laser photons, nearly all of which are reflected back into it. Of the roughly $0.01$ scattered anti-Stokes photons, only half leave by the same waveguide. Even a rejection of 90 dB then leaves a temperature shift of about 3\% unless the leaked light is measured and subtracted.

With these rough values, $0.35$ K is therefore a sound result to within roughly 10\%, provided that the cavity response has been corrected, the combined error in relative efficiency and drive power is about 3\% or less, leaked laser light is subtracted or rejected by about 100 dB or more (an unsubtracted leak at 90 dB can take the combined systematic shift to about 12\%), absorption heating is no larger than assumed, and the pulses are spaced widely enough for the mode to relax to the same $n$ before each one. It is the temperature of the 5 GHz mode. The rest of the chip shares it only if the two are in thermal equilibrium. The numerical output lists most of the values used here; those for laser leakage, calibration error and halved pulse energy are worked out in the text only.

\section*{Computed values}
\begin{verbatim}
Mechanical frequency: 5.0 GHz
Corrected anti-Stokes/Stokes ratio: 0.500
Boltzmann constant: 8.617333e-05 eV/K
Phonon energy: 2.06783e-05 eV
Phonon energy / kB: 0.23996 K
ln(1/R): 0.69315
Mean phonon number, formula: 1.000000
Mean phonon number, grid: 1.000000
Mode temperature, formula: 0.346192 K
Mode temperature, grid root search: 0.346192 K
Thermal energy kB T: 2.98325e-05 eV
Ratio for one-phonon number state, grid: 0.500000
Classical estimate from kB T = n h f: 0.2400 K
Estimate from kB T = (n+1/2) h f: 0.3599 K
At 4 K: ratio 0.94177, phonons 16.2
At 300 K: ratio 0.99920, phonons 1249.7
Cavity linewidth kappa/2pi: 800 MHz
Single-photon coupling g0/2pi: 0.80 MHz
Intracavity photons: 12
Pulse duration: 40 ns
Pulse duration times kappa: 201
Rate coefficient on resonance: 2.4127e+05 1/s
Pulse strength x: 0.00965
Red laser error: 100 MHz
Cavity factor for that error: 0.9412
Raw ratio with that error: 0.4706
Temperature if uncorrected: 0.3184 K
Temperature shift if uncorrected: -8.03 %
Ratio after cavity correction: 0.5000
Back-action: ratio 0.49520
Back-action: temperature shift -1.37 %
Unwanted sideband relative weight: 0.00160
Unwanted sideband: temperature shift 0.35 %
Detection efficiency: 0.05
Dark count rate: 10 1/s
Dark counts per pulse: 4.00e-07
Anti-Stokes counts per pulse: 4.825e-04
Dark counts: temperature shift 0.060 %
Assumed absorption heating: 0.05 phonons
Absorption heating: ratio 0.5122
Absorption heating: temperature shift 3.60 %
Anti-Stokes counts collected: 10000
Stokes counts collected: 20000
Red pulses needed: 2.07e+07
Relative error of ratio: 1.22 %
Relative error of temperature, formula: 1.77 %
Relative error of temperature, simulated: 1.77 %
Absolute error of temperature: 0.0061 K
\end{verbatim}
